# Why Proton Tunnelling Cuts the Corner Between Heavy Atoms

**Q.** In oxide deposition from a metal alkoxide, a surface hydroxyl hands its proton to the oxygen of the ligand. My calculated minimum-energy path has the two oxygens approach, the proton cross, and the oxygens separate. I am told the proton need not tunnel along that path. Why would it go where the potential is higher?

**A.** Because tunnelling is governed by height and distance together, and distance is weighted by mass. To define that distance, take a collinear O–H–O with equal partners of mass \(m_A\) and a proton of mass \(m_H\). Let \(R\) be the O–O distance, \(x\) the proton position measured from the O–O midpoint, and \(C\) the position of that midpoint. With the centre of mass at rest at the origin,

\[
2m_AC+m_H(C+x)=0,\qquad C=-\frac{m_Hx}{2m_A+m_H},\qquad C+x=\frac{2m_Ax}{2m_A+m_H}.
\]

The kinetic energy is that of the pair's centre, its internal motion and the proton:

\[
T=\tfrac12(2m_A)\dot C^2+\tfrac12\frac{m_A}{2}\dot R^2+\tfrac12m_H(\dot C+\dot x)^2 .
\]

The coefficient of \(\tfrac12\dot x^2\) is

\[
m=\frac{2m_Am_H^2+4m_A^2m_H}{(2m_A+m_H)^2}=\frac{2m_Am_H}{2m_A+m_H},
\]

and that of \(\tfrac12\dot R^2\) is \(M=m_A/2\). Hence \(T=\tfrac12(ds/dt)^2\) with

\[
ds^2=m\,dx^2+M\,dR^2 .
\]

For 16 u partners, \(m=0.9765\) u and \(M=8\) u. A change in \(R\) therefore costs \(\sqrt{8/0.9765}\approx2.9\) times as much length as an equal change in \(x\).

**Q.** What does the path look like in these coordinates?

**A.** It nearly doubles back. While the proton stays at a fixed distance from the first oxygen, \(R/2+x\) is constant, so \(dx=-dR/2\). After transfer, \(R/2-x\) is constant and \(dx=+dR/2\). The two valleys point along \((\mp\sqrt m/2,\sqrt M)\), and the angle between them is

\[
2\arctan\!\left(\tfrac12\sqrt{m/M}\right)=2\arctan(0.175)\approx19.8^\circ .
\]

The minimum-energy path runs far down one valley and back up the other. A shortcut between them is short.

**Q.** What quantity decides whether the shortcut is worth its height?

**A.** In mass-weighted coordinates the Schrödinger equation is \(-\tfrac12\hbar^2\nabla^2\psi+V\psi=E\psi\). Under the barrier write \(\psi=e^{-W/\hbar}\). Then \(\nabla^2\psi=(|\nabla W|^2/\hbar^2-\nabla^2W/\hbar)\psi\), and to leading order in \(\hbar\)

\[
|\nabla W|=p,\qquad p=\sqrt{2(V-E)} .
\]

Along any path with unit tangent \(\mathbf t\), the change in \(W\) is \(\int\nabla W\cdot\mathbf t\,ds\le\int p\,ds\), with equality when the path follows \(\nabla W\). The decay exponent is therefore the least value of

\[
J=\frac1\hbar\int\sqrt{2(V-E)}\;ds .
\]

I take \(J\) once across the barrier. The tunnelling splitting of two symmetric wells goes as \(e^{-J}\), and a transfer probability as \(e^{-2J}\), apart from prefactors.

**Q.** Could the minimum-energy path still be the best one?

**A.** Not if it is curved. By that path I mean steepest descent from the saddle in mass-weighted coordinates, so \(\nabla V\) lies along \(\mathbf t\). Let \(\mathbf n\) be the unit normal and \(\kappa\) the signed curvature, with \(\mathbf t'=\kappa\mathbf n\) and \(\mathbf n'=-\kappa\mathbf t\). Displace the path by \(\eta(s)\mathbf n\), keeping its ends fixed. Its derivative becomes

\[
\frac{d}{ds}(\mathbf r+\eta\mathbf n)=(1-\kappa\eta)\mathbf t+\eta'\mathbf n ,
\]

so the length element becomes

\[
\sqrt{(1-\kappa\eta)^2+\eta'^2}\,ds=[1-\kappa\eta+O(\eta^2)]\,ds .
\]

The potential changes by \(\eta\,\mathbf n\cdot\nabla V+O(\eta^2)\), and the first term vanishes. Thus

\[
\delta J=-\frac1\hbar\int\kappa\,\eta\,p\,ds+O(\eta^2).
\]

Choosing \(\eta\) with the sign of \(\kappa\), towards the concave side, makes \(\delta J\) negative. The saving in length is first order and the price in energy is second order. If the path is straight, \(\kappa=0\) and this argument gives no gain.

**Q.** Where does the shift stop?

**A.** Where the two first-order changes balance. On a general path \(\mathbf n\cdot\nabla V\) is not zero, and since \(\nabla p=\nabla V/p\),

\[
\delta J=\frac1\hbar\int\eta\left(\frac{\mathbf n\cdot\nabla V}{p}-\kappa p\right)ds=0
\quad\Rightarrow\quad
\kappa=\frac{\mathbf n\cdot\nabla V}{2(V-E)} .
\]

The best path bends towards higher potential, as a light ray bends towards higher refractive index; here \(p\) plays the part of the index.

**Q.** Can you show the trade on a definite surface?

**A.** Put \(u=x/x_0\) and \(q=(R-R_s)/Q_0\), where \(R_s\) is the O–O distance at the saddle, and take

\[
V=V_0(1-u^2)^2+\lambda(q-u^2)^2 .
\]

The wells are at \(u=\pm1,\ q=1\), and the saddle of height \(V_0\) is at \(u=q=0\). I choose \(V_0=\lambda=0.5\) eV, \(x_0=Q_0=0.04\) nm and \(R_s=0.24\) nm, so the O–O distance in the wells is 0.28 nm.

Consider the trial paths \(q=1-s(1-u^2)\). On them \(q-u^2=(1-s)(1-u^2)\) and \(dq=2su\,du\), so

\[
V=[V_0+\lambda(1-s)^2](1-u^2)^2,\qquad
ds_{\rm path}=\sqrt{mx_0^2+4s^2MQ_0^2u^2}\;du .
\]

At \(s=1\) the O–O distance is relaxed for each proton position. This relaxed scan is not the steepest-descent path, but at zero energy its action is only about 5% larger. At \(s=0\) the oxygens stay still. At \(E=0\):

| \(s\) | peak (eV) | length (nm √u) | \(J\) |
|---|---|---|---|
| 1 | 0.500 | 0.247 | 20.1 |
| 0.5 | 0.625 | 0.144 | 14.1 |
| 0.08 | 0.923 | 0.082 | 11.3 |
| 0 | 1.000 | 0.079 | 11.5 |

The fixed-oxygen jump can be done by hand. Since \(\int_{-1}^{1}(1-u^2)du=4/3\),

\[
J_{\rm fixed}=\frac{4x_0}{3\hbar}\sqrt{2m(V_0+\lambda)} .
\]

At the saddle \(\partial^2V/\partial u^2=-4V_0\), so the barrier frequency obeys \(\omega_b^2=4V_0/(mx_0^2)\). With \(\hbar\omega_b=0.2313\) eV,

\[
\frac{\sqrt m\,x_0}{\hbar}=\frac{2\sqrt{V_0}}{\hbar\omega_b}=\frac{1.414}{0.2313}=6.11\ \text{eV}^{-1/2},
\qquad
J_{\rm fixed}=\tfrac43(6.11)\sqrt{2}=11.5 .
\]

The best \(s\) is slightly above zero because, starting from \(s=0\), the energy falls at first order in \(s\) while the length grows at second order.

**Q.** And if the path may take any shape?

**A.** A full minimisation over \(q(u)\) gives \(J=10.35\), against 19.11 for the steepest-descent path. The peak rises from 0.50 to 0.756 eV, but the length falls from 0.276 to 0.126 nm √u. A rough estimate multiplies \(\sqrt{0.756/0.50}=1.23\) by \(0.126/0.276=0.46\), giving 0.56; the actual ratio of actions is 0.54. At mid-transfer the O–O distance is 0.2686 nm. The oxygens thus close by 0.011 nm, not by the 0.04 nm needed to reach the saddle.

In the leading factor \(e^{-2J}\), the gain is \(e^{2(19.11-10.35)}\approx4\times10^7\). This compares exponents at zero energy; it is not a ratio of measured rates.

**Q.** That rests on a semiclassical formula. Does the full quantum problem agree?

**A.** On this surface it does. I diagonalized the two-dimensional Hamiltonian with \(\hbar\) multiplied by \(h=1/1.0,\,1/1.2,\,1/1.4,\,1/1.6\) and \(1/1.8\), and fitted the splittings to

\[
\ln\Delta=-\frac Jh+\tfrac12\ln h+c_0+c_1h .
\]

No path enters this calculation. The fit gives \(J=10.36\), against 10.35 for the least action and 19.11 for the steepest-descent path. Agreement as close as this may be partly luck, since the fit drops higher powers of \(h\), but the two candidates are clearly told apart. At the physical \(\hbar\) the splitting is 0.246 meV. The zero-point energy is included there: the ground level lies 0.241 eV above the well bottom. Because that energy itself scales with \(\hbar\), the leading exponent is the one for \(E=0\).

**Q.** Why do you stress heavy partners?

**A.** Any path through the saddle must carry \(R\) from \(q=1\) to \(q=0\) and back. Since \(ds\ge\sqrt M\,|dR|\),

\[
J_{\rm saddle}\ge\frac{2\sqrt M\,Q_0}{\hbar}\int_0^1\sqrt{2V_{\min}(q)}\;dq ,
\]

where \(V_{\min}(q)\) is the lowest potential at that \(q\), positive for \(0\le q<1\). This bound grows as \(\sqrt M\). The least action, in contrast, cannot exceed \(J_{\rm fixed}\), which contains the partner mass through \(m\) alone, and \(m\to m_H\). For sufficiently heavy partners the best path must therefore miss the saddle. With the potential held fixed:

| partner (u) | relaxed scan | least \(J\) | fixed \(R\) |
|---|---|---|---|
| 1 | 8.4 | 7.6 | 9.5 |
| 16 | 20.1 | 10.4 | 11.5 |
| 256 | 71.0 | 11.3 | 11.7 |

For a partner of 1 u the relaxed scan beats the fixed jump, and the best path lowers \(J\) below the scan by only 0.8.

Deuterium shows the same difference. It raises \(J\) by 1.8 on the relaxed scan and by 2.5 on the steepest-descent path, but by 3.6 on the least-action path, where more of the action belongs to the light particle.

**Q.** My reactor runs at 473 K. Does corner cutting set my growth rate?

**A.** Only modestly in this model. Near the saddle the barrier is an inverted parabola, \(V\approx V_0-\tfrac12\omega_b^2y^2\), with \(y\) the mass-weighted distance. The action is then half the area of an ellipse with semi-axes \(\sqrt{2(V_0-E)}\) and \(\sqrt{2(V_0-E)}/\omega_b\), divided by \(\hbar\):

\[
J\approx\frac{\pi(V_0-E)}{\hbar\omega_b}.
\]

The thermal weight \(e^{-E/k_BT-2J}\) rises towards the barrier top when

\[
T>T_c=\frac{\hbar\omega_b}{2\pi k_B}\approx427\ \text{K}.
\]

Lower down, the true barrier is wider than the parabola, so the weight drops faster than this estimate suggests. How much faster depends on the path. At \(E=0.25\) eV the relaxed scan gives \(J=6.19\), but it is a poor guide here. At this energy the oxygens can just reach \(q=0\) classically, and the proton can then jump with \(R\) fixed. There \(V-E=(\tfrac12-u^2)^2\) eV, so

\[
J=\sqrt2\,(6.11)\int_{-1/\sqrt2}^{1/\sqrt2}\left(\tfrac12-u^2\right)du=\tfrac23(6.11)=4.07 .
\]

At 473 K, where \(k_BT=0.0408\) eV, the weight is then \(e^{0.25/0.0408-8.15}\approx0.13\) of its value at the top, so energies well below the top still count. What has changed is the work left for the shortcut. The oxygens now do most of their approach classically, before tunnelling starts. At this energy the steepest-descent path has \(J\approx4.0\) and the best path about 3.7, a far smaller difference than at zero energy.

I averaged the transmission \(1/(1+e^{2J})\) over a Boltzmann distribution, continued it symmetrically above the barrier, and divided by the classical \(e^{-V_0/k_BT}\). At 473 K, tunnelling multiplies the classical passage by about 3.9 along the steepest-descent path and by about 4.7 along the best path, a gain of about 20%. At 300 K the factors are about 43 and 140, a gain of about three times. Most of that gain, however, comes from energies below the reactant's ground level of 0.241 eV, which a quantum reactant cannot have. If they are left out, the gain falls to about 1.3 times at 300 K and 1.1 times at 473 K. The trial paths \(q=1-s(1-u^2)\) are too restricted for this purpose: they give only 2.23 to 2.26 at 473 K and 7.7 to 8.5 at 300 K. All these are estimates and may be wrong by a factor of two or more, because they treat the reactant energy as continuous, although the O–H stretch quantum is 0.46 eV. The zero-point energy of the reactant, also left out, raises the rate by a further factor of about 20 at 473 K.

**Q.** How close is the model to a real alkoxide surface?

**A.** The O–O distance in the wells is roughly typical of a hydrogen-bonded hydroxyl; the stretch quantum of 0.46 eV is closer to that of a free one. The 0.040 eV O–O quantum is on the high side, and 0.5 eV is a round barrier for a quantity that varies widely between precursors. Real oxygens are tied to a lattice or an alkyl group. If that acts as a 64 u partner, the least \(J\) moves from 10.4 to 11.0, while the relaxed scan moves from 20.1 to 36.7. Real exchange also releases or absorbs energy. A release of 0.2 eV lowers the scan from 20.1 to 14.2 and the best trial path from 11.3 to 9.7, so the shortcut still wins at zero energy. Of the changes tried here, thermal energy matters most: at 473 K it turns a factor of order \(10^7\) in the exponentials into a gain of about 20% in the estimate above. Bending, other lattice modes and breaking of the metal–ligand bond are absent, and I have not sized them.

For cold, deep tunnelling between heavy partners, then, a one-dimensional correction along the minimum-energy path can fail badly. For this surface at 473 K, thermal energy removes most of the shortcut's advantage, though tunnelling and zero-point energy still affect the rate.

## Values computed for the example and the checks

```
V0 = 0.5 eV, lam = 0.5 eV, x0 = 0.04 nm, Q0 = 0.04 nm
O-O distance: well 0.28 nm, saddle 0.24 nm
masses: proton 1.0073 u, partner 16.0 u
reduced masses m = 0.9765 u, M = 8.000 u
angle between valleys = 19.82 deg
well quanta: soft 0.0403 eV, stretch 0.4644 eV
saddle quanta: barrier 0.2313 eV, bound 0.0571 eV
Trial family: s, peak V (eV), length (nm sqrt(u)), action (hbar)
  1.000  0.5000  0.2466  20.124
  0.750  0.5312  0.1942  16.732
  0.500  0.6250  0.1443  14.095
  0.250  0.7812  0.1009  11.969
  0.080  0.9232  0.0817  11.304
  0.000  1.0000  0.0791  11.528
steepest-descent path: peak 0.5000 eV, length 0.2757 nm sqrt(u), action 19.113 hbar
least-action path: peak 0.7561 eV, length 0.1264 nm sqrt(u), action 10.354 hbar
O-O distance at its midpoint = 0.2686 nm
first variation: formula -0.2589, direct -0.2589 (scaled units)
exp(-2J) ratio, least/steepest = 4.05e+07
action from diagonalization = 10.364 hbar
ground level = 0.2408 eV, splitting = 246.19 micro-eV
Partner mass (u), action (hbar): relaxed scan, least, fixed distance
      1  8.384  7.556  9.548
      4  12.362  9.287  11.034
     16  20.124  10.354  11.528
     64  36.706  10.985  11.662
    256  71.043  11.336  11.697
deuteron action: scan 21.936, least 13.980 hbar
Energy (eV), family action (hbar): relaxed scan, best; best s
  0.00  20.124  11.304  0.080
  0.25  6.193  5.854  0.805
  0.45  0.809  0.807  0.990
reaction energy 0.2 eV: scan 14.224, best 9.703 hbar
crossover temperature = 427.2 K
T (K), V0/kT, thermal factor: relaxed scan, best family; ratio
  300  19.34  7.727  8.543  1.106
  400  14.51  3.083  3.165  1.026
  473  12.27  2.227  2.260  1.015
```
